Half-width of the Peierls–Nabarro edge dislocation from a sinusoidal slip-plane law, part 2

Dislocations that cross a metal film can serve as paths for diffusing atoms, and a model of such a path may call for a width. The width is derived here for a straight edge dislocation in an infinite crystal.

The x axis lies in the slip plane along the slip direction, y is normal to the plane, and z runs along the dislocation line. Two isotropic linear-elastic halves, with shear modulus μ and Poisson ratio ν, are in plane strain. Their faces are neighbouring atomic planes a distance d apart. The disregistry δ(x) is the displacement of the upper face along x relative to the lower. It rises from 0 to b, the length of the Burgers vector, and ρ = dδ/dx. Each face carries half of it:

u_x(x, upper face) = δ(x)/2.   (2)

The gap between the faces transmits the shear stress

τ(δ) = [μb/(2πd)] sin(2πδ/b),   (1)

with amplitude A = μb/(2πd). With f_k = ∫ f(x) exp(−ikx) dx, the elastic halves produce the shear stress σ_el, with components

σ_k = −μ|k|δ_k/[2(1−ν)].   (5)

Without applied load, σ_el equals τ(δ):

−{μ/[2π(1−ν)]} PV∫ ρ(x′)/(x−x′) dx′ = [μb/(2πd)] sin(2πδ(x)/b).   (8)

PV marks the principal value, and integrals without limits run from −∞ to ∞. For the trial profile

δ(x) = b/2 + (b/π) arctan(x/w),   (10)

the two sides of (8) are

σ_el(x) = −{μb/[2π(1−ν)]} x/(x²+w²),   (11)

τ(δ(x)) = −[μb/(2πd)] · 2xw/(x²+w²).   (12)

They agree at every x if

w = ζ = d/[2(1−ν)].   (13)

This ζ is a half-width in two senses: at x = −ζ and x = ζ, δ is b/4 and 3b/4, and ρ has half of its peak value.

Lengths are in nm, stresses in GPa or MPa, and energies per area in J/m². The example is tungsten, with lattice parameter a = 0.316 nm, μ = 160 GPa and ν = 0.28. Further symbols are defined where they appear.

**2. Using the half-width, and its limits**

The symbols needed from the first half are these. The crystal has shear modulus μ, Poisson ratio ν and slip-plane spacing d. The disregistry δ rises from 0 to the Burgers vector length b, and ρ = dδ/dx. The gap transmits τ(δ) = A sin(2πδ/b) with A = μb/(2πd). A Fourier component δ_k produces the elastic stress −μ|k|δ_k/[2(1−ν)]. The two stresses balance for

δ(x) = b/2 + (b/π) arctan(x/ζ),   ρ(x) = (b/π) ζ/(x²+ζ²),   ζ = d/[2(1−ν)].

What the width depends on

The shear modulus cancels because it sets both the stiffness of the halves and the initial stiffness of the gap. The length b cancels because both stresses are proportional to it when δ/b is given. For ν between 0 and 1/2, ζ lies between d/2 and d. With the shear law (1), the core is thus never wide compared with the spacing of the atomic planes. Other shear laws can give wider cores. The continuum description has no small parameter here, and ζ is an estimate for any crystal to which the formula is applied.

If the strength of the slip plane is known separately, its amplitude A can be kept as an independent number. Equating the elastic factor μb/[2π(1−ν)] to 2ζA gives

ζ = μb/[4π(1−ν)A].   (14)

With A = μb/(2πd) this returns the earlier formula. Equation (14) holds for a purely sinusoidal law. It shows that a weaker slip plane has a wider core. If the energy stored in the gap, which is the integral of τ over δ, has a further minimum between δ = 0 and δ = b, the dislocation may split into two partial dislocations, and a single arctangent should not be used. The same caution applies if a stable stacking fault is reached by a shift that does not point along b, as in face-centred cubic crystals. A shear law computed along b alone does not reveal such a fault.

Stress and strain in the core

Along the slip plane the magnitude of the shear stress is

|σ_xy| = A · 2|x|ζ/(x²+ζ²).

Because (|x|−ζ)² ≥ 0, the fraction is at most 1, and it equals 1 at |x| = ζ. The peak stress is therefore A, the full strength of the slip plane. At the centre the stress is zero, since the atoms sit halfway between two positions of register. At large distance the stress becomes 2Aζ/|x| = μb/[2π(1−ν)|x|], the law of a dislocation line of zero width. The ratio of the two expressions is x²/(x²+ζ²), so the line law is 1% too large at about |x| = 10ζ.

The upper face has the displacement δ/2 and hence the strain ρ/2 along x. Its largest value, at the centre, is

ε_max = b/(2πζ) = b(1−ν)/(πd).   (15)

This strain does not depend on μ, so a stiffer crystal does not make linear elasticity more accurate.

Numerical solution for other shear laws

A computed shear law need not be a pure sine, and the balance can then be solved numerically. A periodic box of length L is convenient. Write

δ(x) = b/2 + bx/L + g(x),

where g is periodic. The linear term has a constant derivative. It contributes to k = 0 alone and produces no elastic stress. With S_k = μ|k|/[2(1−ν)], the balance for the Fourier components is S_k g_k + τ_k = 0. It can be reached by repeating the step

g_k(new) = (g_k − hτ_k)/(1 + hS_k),   h = d/μ.

When g no longer changes, multiplying by the denominator gives hS_k g_k = −hτ_k, which is the balance. The elastic term is treated implicitly, so that components with large |k| do not force a small step. The shear law is treated explicitly, so keeping h times the steepest rise of τ with δ below 2 is the safe choice. If the slope at the positions of register, which governs the long waves far from the core, is clearly above 2μ/d, h has to be made smaller than d/μ. A law that is steeper than this only inside the core may still converge with h = d/μ, because the elastic term damps short waves, but this is not guaranteed. A starting profile that is odd about its centre keeps the dislocation in place.

This procedure was run with L = 200d, 4096 points and 1500 steps. The starting profile was (b/2)[1 + tanh(x/s)], which is not an arctangent. For ν = 0, 0.2 and 0.45 with s = 3d, the half-width agreed with d/[2(1−ν)] to within 0.1% of that value. For the example below, starts with s = 3d and s = 0.3d both led to 0.1551 nm, against 0.1552 nm from the formula. Within 10ζ of the centre, the relaxed profile from the broad start differed from the arctangent by at most 1.3 × 10⁻⁴ b. These runs support the arctangent as the profile reached from simple starts, but they do not prove that it is the only solution.

The balance was also evaluated by direct quadrature at six positions between −3ζ and 8ζ. The largest imbalance was 4 × 10⁻¹⁵ of the peak stress, which is rounding error. With the width set to 1.1ζ it was 0.090 of the peak stress. This is the expected size: for a width w, the two sides differ by A(1−ζ/w)·2|x|w/(x²+w²), which is at most 0.091A for w = 1.1ζ.

Why an applied stress needs lattice resistance

Add a uniform applied shear stress τ_a, so that σ_el + τ_a = τ(δ). Multiply by ρ and integrate over x. The elastic term vanishes, because the double integral of ρ(x)ρ(x′)/(x−x′) changes sign when x and x′ are exchanged. The term with τ(δ) becomes ∫ τ dδ over one full period of the sine, which is also zero. What remains is τ_a b = 0. The continuous model therefore has no static solution for a single dislocation under a non-zero applied stress, and the dislocation would glide. The argument uses ∫ ρ dx = b and does not exclude states with zero net Burgers vector, such as a pair of opposite dislocations held apart by the load. In a crystal it can be held by the discreteness of the atom rows.

A simple estimate starts from the energy per area stored in the gap,

γ(δ) = ∫₀^δ τ dδ′ = [μb²/(4π²d)] [1 − cos(2πδ/b)].

Its largest value, at δ = b/2, is the misfit barrier

γ_max = μb²/(2π²d).

For the arctangent profile, with θ = arctan(x/ζ), one has 1 − cos(π+2θ) = 1 + cos 2θ = 2cos²θ = 2ζ²/(x²+ζ²). Hence

γ(x) = γ_max ζ²/(x²+ζ²).

Let the atom rows parallel to the dislocation line be a distance p apart. The profile is shifted rigidly by s, and the misfit energy is counted at the rows:

W(s) = Σ_m p γ(mp − s),

where m runs over all integers. This sum has period p in s. Its Fourier coefficients are integrals over one period. Together with the sum over m they join into an integral over the whole axis, so the coefficient of order n is the Fourier transform of γ(x) at k = 2πn/p. The transform of ζ/[π(x²+ζ²)] is exp(−ζ|k|), and that of γ(x) is therefore γ_max πζ exp(−ζ|k|). The prefactor is

γ_max πζ = μb²ζ/(2πd) = μb²/[4π(1−ν)].

Combining the terms n and −n into cosines,

W(s) = {μb²/[4π(1−ν)]} [1 + 2 Σ_{n≥1} exp(−2πnζ/p) cos(2πns/p)].

If exp(−2πζ/p) is small, the term n = 1 suffices. The largest slope of W is then the prefactor times 2(2π/p) exp(−2πζ/p). An applied stress does the work τ_a b ds per length of line when the dislocation advances by ds, so the slope is divided by b. The stress needed to move the rigid profile is

τ_L ≈ {μb/[p(1−ν)]} exp(−2πζ/p).   (16)

The exponential makes τ_L far less certain than ζ. The estimate keeps the profile rigid and counts the discreteness in the gap energy alone, not in the elastic halves. It should be read as a rough scale.

Example: a tungsten barrier film

Take an edge dislocation in body-centred cubic tungsten, with its Burgers vector (a/2)[111] in a (1−10) plane, where −1 is the second index. The line runs along [11−2]. The parameters are rough typical values: a = 0.316 nm, μ = 160 GPa and ν = 0.28. The geometry gives

b = (√3/2)a = 0.2737 nm,   d = a/√2 = 0.2234 nm.

The row spacing is found by projecting the lattice vectors in the slip plane onto [111]. The vector (a/2)[11−1] has the projection a/(2√3), and all projections are whole multiples of this length. Hence p = b/3 = 0.0912 nm.

The half-width is

ζ = 0.2234 nm/(2 × 0.72) = 0.155 nm = 1.55 Å,

and the full width is 0.31 nm, a little more than one Burgers vector. The peak shear stress is

A = 160 GPa × 0.2737/(2π × 0.2234) = 31 GPa.

Since 1 GPa·nm = 1 J/m², the misfit barrier is

γ_max = 160 × 0.2737²/(2π² × 0.2234) J/m² = 2.7 J/m².

For the lattice resistance, 2πζ/p = 10.7. Equation (16) gives 15 MPa, and a direct sum over the rows gives the same value to the printed digits. If ζ were 10% larger with the prefactor held fixed, the exponent would grow by 1.07 and the resistance would fall to about a third. The way of counting matters even more. Suppose that the rows of both faces are counted at their displaced positions, mp ± δ/2, with half weight each. The same rigid profile then gives about 0.06 GPa if δ is taken at the undisplaced position of the row, and about 0.19 GPa if it is taken at the displaced one. These values are roughly four and twelve times as large. The value of 15 MPa is therefore uncertain by at least an order of magnitude.

Effects that the model leaves out

The most serious one is the strain at the faces. Equation (15) gives 0.2737/(2π × 0.155) = 0.28. A strain of 28% is far outside the range of linear elasticity, so the elastic side of the balance is unreliable at the centre of the core. The model supplies no correction for this. The disregistry also changes quickly from row to row: the slope at the centre times p is 0.19b, so a law that depends on the local δ alone is a coarse description.

The shape of the shear law matters as well. As an assumed trial, the sine was replaced by

τ = A[(1−2c) sin φ + c sin 2φ],   φ = 2πδ/b,   c = 0.15.

The initial slope is unchanged, because (1−2c) + 2c = 1. The second term integrates to zero between φ = 0 and φ = π, so the barrier falls by the factor 1−2c = 0.7, to 1.9 J/m². Numerical relaxation then gives a half-width of 0.21 nm, measured where δ = 3b/4, which is 38% above ζ. The profile is no longer an arctangent, so the two senses of half-width differ: the density ρ falls to half of its peak value only at about 0.29 nm. The leading tail of the disregistry is unaffected, because it follows from the initial slope. The half-width is therefore sensitive to the strength of the slip plane at large shear, which Hooke's law does not determine.

As far as the half-width is concerned, the other effects are expected to be smaller for these parameters:

- Elastic anisotropy. With rough constants C11 = 520, C12 = 205 and C44 = 160 GPa, the ratio 2C44/(C11−C12) is 1.02, which cannot be told from the isotropic value 1 with constants as rough as these. As ζ depends on a ratio of stiffnesses, a change of a few per cent at most is a reasonable estimate, though it was not calculated.

- Temperature. At 700 K, with a Debye temperature of roughly 350 K, the root-mean-square vibration of an atom in one direction is 0.0067 nm, or 4.3% of ζ. This comes from averaging the mean-square amplitude of a quantum oscillator over the Debye spectrum of the perfect crystal. Atoms in the core may vibrate more. Thermal expansion from 300 K, with a coefficient of 4.5 × 10⁻⁶ per K, lengthens d by 0.18%, and it lengthens ζ by the same fraction if ν is held fixed.

- Film thickness. Let the slip plane cross a 20 nm film at right angles, with the dislocation line midway between the surfaces and parallel to them. The infinite-crystal profile then places the fraction 1 − (2/π) arctan(10 nm/ζ) = 1.0% of the Burgers vector outside the film. The core is thus small compared with the film. A dislocation that crosses the film from one side to the other, as a diffusion path through it must, meets both surfaces, and this estimate does not cover the core near its ends. The attraction of the dislocation to the free surfaces is a separate effect and is not included.

- Film stress. A resolved shear stress of 0.5 GPa is 1.6% of the peak stress, so it is weak on the scale of the core. It is also roughly 30 times the lattice resistance from (16), but only about 3 to 8 times the values found with displaced rows. Within this model a straight, unpinned edge dislocation would glide under it, and the static profile applies to a dislocation that is held by an obstacle or lies in a region of low stress.

Comparison with a real film

The lattice parameter and elastic constants used here are ordinary for bulk tungsten, and its near isotropy makes it a favourable case for the model. A film thickness of 20 nm and a shear stress of 0.5 GPa are plausible for a deposited metal film, but both vary widely with the process. Real films also contain grain boundaries and impurities, which the model omits and which may dominate diffusion. The assumption that fails most clearly in the core is linear elasticity together with a sinusoidal law. The trial above moves the half-width, measured at δ = 3b/4, from 0.16 to 0.21 nm through the law alone, and the error from the 28% strain is unknown. A reasonable reading is a half-width of one to a few tenths of a nanometre.

Conditions for use

The formula ζ = d/[2(1−ν)] is suitable as a first estimate for a straight, undissociated edge dislocation in a nearly isotropic crystal, at low applied stress and far from surfaces compared with ζ. If a computed shear law is available, the relaxation scheme should be used with that law. The half-width describes how the slip is spread along the plane. It does not by itself give the cross-section through which atoms diffuse, since that depends on the energies of atomic jumps in the core. A diffusion model that takes ζ as the radius of a fast path makes an additional assumption, which needs its own calibration.

The main values for the example are listed in the numerical output below.

Numbers as computed

```
INPUTS (rough typical values for tungsten)
lattice parameter a = 0.316 nm
shear modulus mu = 160 GPa
Poisson ratio nu = 0.28
elastic constants C11, C12, C44 = 520, 205, 160 GPa
temperature of use = 700 K
Debye temperature = 350 K
thermal expansion coefficient = 4.5e-06 1/K
film thickness = 20 nm
resolved film stress = 0.5 GPa
GEOMETRY
Burgers vector b = 0.2737 nm
slip-plane spacing d = 0.2234 nm
atom-row spacing p = 0.0912 nm
RESULTS
half-width zeta = 0.1552 nm
full width 2 zeta = 0.3103 nm
zeta / b = 0.567
peak shear stress = 31.2 GPa
misfit barrier at delta = b/2: 2.72 J/m^2
lattice resistance, formula = 15.21 MPa
lattice resistance, row sum = 15.21 MPa
CHECKS
worst imbalance / peak stress, width zeta = 3.9e-15
same with width 1.1 zeta = 0.090
far stress / line-dislocation law at 100 zeta = 0.99990
relaxed half-width, broad start = 0.1551 nm
relaxed half-width, narrow start = 0.1551 nm
largest profile difference within 10 zeta = 1.3e-04 b
EFFECTS LEFT OUT
peak in-plane strain at the faces = 0.281
disregistry step between rows at centre = 0.187 b
trial misfit barrier, lowered = 1.90 J/m^2
half-width with lowered barrier = 0.2137 nm
its change against zeta = 37.7 %
anisotropy ratio 2 C44/(C11-C12) = 1.016
rms thermal vibration, one direction = 0.0067 nm
rms vibration / zeta = 4.3 %
expansion from 300 K to use = 0.18 %
Burgers vector outside the film = 0.99 %
film stress / peak shear stress = 1.6 %
film stress / lattice resistance = 33
```
